# Interface Resistance from Electron-Phonon Nonequilibrium in a Metal: verification in Python

```python
"""Added thermal resistance from electron-phonon nonequilibrium in a metal.

Result under test, for a thick metal whose electrons cannot cross the interface:
    R = (ke/(ke+kp))**1.5 / sqrt(G*kp)  ->  1/sqrt(G*kp)  when ke >> kp
ke, kp : electron and phonon thermal conductivities of the metal (eV/A)
G      : electron-phonon coupling per volume (eV/A^3)
Rpp    : phonon-phonon resistance of the interface itself (A^2/eV)
L, l   : metal thickness and electron-phonon relaxation length (A)
Units have hbar = kB = 1, so temperature is in eV and flux in eV^2/A^2.
The independent side is a finite-volume heat network solved numerically.
"""
import numpy as np
from scipy.linalg import solve_banded
from scipy import constants as const


def relaxation_length(ke, kp, G):
    return np.sqrt(ke * kp / (G * (ke + kp)))


def added_resistance(ke, kp, G):
    return (ke / (ke + kp)) ** 1.5 / np.sqrt(G * kp)


def solve_network(ke, kp, G, L, Rpp, R_electron=np.inf, n=2000):
    """Solve local energy balance; temperatures are returned per unit flux.

    Both channels are held at one temperature at x = -L; the nonmetal
    surface is at zero. R_electron = inf closes the electron channel.
    """
    dx = L / n
    exchange = G * dx
    link_e = 1 / (dx / (2 * ke) + R_electron)
    link_p = 1 / (dx / (2 * kp) + Rpp)
    diag_e = np.full(n, 2 * ke / dx + exchange)
    diag_p = np.full(n, 2 * kp / dx + exchange)
    diag_e[0] += ke / dx
    diag_p[0] += kp / dx
    diag_e[-1] += link_e - ke / dx
    diag_p[-1] += link_p - kp / dx
    # unknowns alternate: electron cell 0, phonon cell 0, electron cell 1, ...
    band = np.zeros((5, 2 * n))
    band[2, 0::2], band[2, 1::2] = diag_e, diag_p
    band[1, 1::2] = -exchange
    band[3, 0::2] = -exchange
    band[0, 2::2], band[0, 3::2] = -ke / dx, -kp / dx
    band[4, 0:-2:2], band[4, 1:-2:2] = -ke / dx, -kp / dx
    source = np.zeros(2 * n)
    source[0], source[1] = 2 * ke / dx, 2 * kp / dx
    T = solve_banded((2, 2), band, source)
    flux = T[-2] * link_e + T[-1] * link_p
    return {"x": -L + (np.arange(n) + 0.5) * dx, "dx": dx,
            "Te": T[0::2] / flux, "Tp": T[1::2] / flux, "hot": 1 / flux}


def numerical_addition(ke, kp, G, L, Rpp):
    net = solve_network(ke, kp, G, L, Rpp)
    return net["hot"] - L / (ke + kp) - Rpp


# Round model parameters
ke, kp, G = 1.0, 0.02, 2e-6
Rpp, q, L, L_thin = 1e4, 1e-7, 1000.0, 100.0
k = ke + kp
l = relaxation_length(ke, kp, G)
R = added_resistance(ke, kp, G)
R_simple = 1 / np.sqrt(G * kp)

# Added resistance from the total flux through the network
net = solve_network(ke, kp, G, L, Rpp)
R_flux = net["hot"] - L / k - Rpp
assert abs(R_flux / R - 1) < 1e-4

# Added resistance from extrapolating the far electron temperature
x, dx, Te, Tp = net["x"], net["dx"], net["Te"], net["Tp"]
far = x < -0.7 * L
slope, Te_extrapolated = np.polyfit(x[far], Te[far], 1)
Tp_surface = Tp[-1] - dx / (2 * kp)
R_extrapolated = Te_extrapolated - Tp_surface
assert abs(R_extrapolated / R - 1) < 1e-3
assert abs(slope * k + 1) < 1e-3

# Temperature split at the interface and its decay into the metal
theta = Te - Tp
theta0_network = q * (Te[-1] - Tp_surface)
theta0 = q * l / kp
assert abs(theta0_network / theta0 - 1) < 1e-3
near = x > -3 * l
decay_length = 1 / np.polyfit(x[near], np.log(theta[near]), 1)[0]
assert abs(decay_length / l - 1) < 1e-3

# Series addition: the extra term must not depend on Rpp
R_without_barrier = numerical_addition(ke, kp, G, L, 0.0)
assert abs(R_without_barrier / R_flux - 1) < 1e-4

# Other couplings and conductivities, including electrons that conduct poorly
for test_ke, test_kp, test_G in [(1, 0.02, 8e-6), (4, 0.08, 2e-6),
                                 (0.3, 0.1, 5e-7), (0.02, 0.05, 1e-5)]:
    length = 12 * relaxation_length(test_ke, test_kp, test_G)
    found = numerical_addition(test_ke, test_kp, test_G, length, Rpp)
    assert abs(found / added_resistance(test_ke, test_kp, test_G) - 1) < 1e-3

# Approach to the simple law as electrons become more conductive
sweep = []
for ratio in (0.5, 1, 10, 50, 1000):
    length = 12 * relaxation_length(ratio * kp, kp, G)
    found = numerical_addition(ratio * kp, kp, G, length, Rpp) / R_simple
    predicted = added_resistance(ratio * kp, kp, G) / R_simple
    assert abs(found / predicted - 1) < 1e-3
    sweep.append((ratio, found, predicted))
first_order_coefficient = (1 - sweep[-1][1]) * sweep[-1][0]
assert abs(first_order_coefficient - 1.5) < 0.03

# Heat handed from electrons to the lattice, per unit total flux
heating = G * theta * dx
handed_over = heating.sum()
assert abs(handed_over / (ke / k * (1 - 1 / np.cosh(L / l))) - 1) < 1e-3
fraction_within_l = heating[x > -l].sum() / handed_over
# one cell of uncertainty at the edge of the counted layer
assert abs(fraction_within_l - (1 - np.exp(-1))) < 5e-3

# Split of the added dissipation into conduction and exchange parts
conduction = (ke * np.sum(np.diff(Te) ** 2) + kp * np.sum(np.diff(Tp) ** 2)) / dx
conduction += 2 / dx * (ke * (net["hot"] - Te[0]) ** 2
                        + kp * (net["hot"] - Tp[0]) ** 2) + dx / (2 * kp)
conduction_part = conduction - L / k
exchange_part = np.sum(G * theta ** 2) * dx
assert abs(conduction_part / R - 0.5) < 2e-3
assert abs(exchange_part / R - 0.5) < 2e-3

# Thin film
thin = solve_network(ke, kp, G, L_thin, Rpp)
R_thin = thin["hot"] - L_thin / k - Rpp
handed_thin = np.sum(G * (thin["Te"] - thin["Tp"])) * thin["dx"]
assert abs(R_thin / (R * np.tanh(L_thin / l)) - 1) < 1e-3
assert abs(handed_thin / (ke / k * (1 - 1 / np.cosh(L_thin / l))) - 1) < 1e-3

# Opening a direct electron channel across the interface
R_electron = 1e4
open_net = solve_network(ke, kp, G, L, Rpp, R_electron)
total_closed = net["hot"] - L / k
total_open = open_net["hot"] - L / k
assert total_open < total_closed
parallel_sum = 1 / (1 / (R + Rpp) + 1 / R_electron)

# Conversion of the main results
R_to_SI = const.hbar * const.angstrom ** 2 / (const.e * const.k)
eV_to_K = const.e / const.k

print("INPUTS (model parameters)")
print(f"electron conductivity ke = {ke:.2f} eV/A")
print(f"phonon conductivity kp = {kp:.2f} eV/A")
print(f"coupling G = {G:.1e} eV/A^3")
print(f"interface phonon resistance Rpp = {Rpp:.0f} A^2/eV")
print(f"heat flux q = {q:.1e} eV^2/A^2")
print(f"thick metal L = {L:.0f} A, thin film L = {L_thin:.0f} A")
print("THICK METAL")
print(f"relaxation length l, formula = {l:.2f} A")
print(f"relaxation length l, network = {decay_length:.2f} A")
print(f"simple law 1/sqrt(G kp) = {R_simple:.1f} A^2/eV")
print(f"full formula R = {R:.1f} A^2/eV")
print(f"network R from total flux = {R_flux:.1f} A^2/eV")
print(f"network R from extrapolation = {R_extrapolated:.1f} A^2/eV")
print(f"network R with Rpp = 0: {R_without_barrier:.1f} A^2/eV")
print(f"simple law exceeds full formula by {100*(R_simple/R-1):.2f} percent")
print(f"R + Rpp = {R + Rpp:.1f} A^2/eV")
print(f"Te - Tp at interface, formula = {theta0:.3e} eV")
print(f"Te - Tp at interface, network = {theta0_network:.3e} eV")
print(f"added temperature drop q R = {q*R:.3e} eV")
print("RATIO SWEEP: ke/kp, R sqrt(G kp) from network, from formula")
for ratio, found, predicted in sweep:
    print(f"  {ratio:7.1f}  {found:.4f}  {predicted:.4f}")
print(f"first-order coefficient, network = {first_order_coefficient:.3f}")
print("HEATING OF THE LATTICE AND DISSIPATION")
print(f"heat handed over / q, network = {handed_over:.4f}")
print(f"ke/(ke+kp) = {ke/k:.4f}")
print(f"fraction handed over within l = {fraction_within_l:.3f}")
print(f"conduction part of R = {conduction_part:.1f} A^2/eV")
print(f"exchange part of R = {exchange_part:.1f} A^2/eV")
print("THIN FILM")
print(f"tanh(L/l) = {np.tanh(L_thin/l):.4f}")
print(f"added resistance, formula = {R*np.tanh(L_thin/l):.1f} A^2/eV")
print(f"added resistance, network = {R_thin:.1f} A^2/eV")
print(f"heat handed over / q, network = {handed_thin:.4f}")
print("ELECTRON CHANNEL ACROSS THE INTERFACE")
print(f"electron interface resistance = {R_electron:.0f} A^2/eV")
print(f"total, channel closed = {total_closed:.1f} A^2/eV")
print(f"total, channel open = {total_open:.1f} A^2/eV")
print(f"naive parallel sum = {parallel_sum:.1f} A^2/eV")
print("CONVERSIONS")
print(f"1 A^2/eV = {R_to_SI:.4e} m^2 K/W")
print(f"simple law = {R_simple*R_to_SI:.3e} m^2 K/W")
print(f"full formula R = {R*R_to_SI:.3e} m^2 K/W")
print(f"added temperature drop q R = {q*R*eV_to_K:.2f} K")
print("all assertions hold")
```

It prints:

```
INPUTS (model parameters)
electron conductivity ke = 1.00 eV/A
phonon conductivity kp = 0.02 eV/A
coupling G = 2.0e-06 eV/A^3
interface phonon resistance Rpp = 10000 A^2/eV
heat flux q = 1.0e-07 eV^2/A^2
thick metal L = 1000 A, thin film L = 100 A
THICK METAL
relaxation length l, formula = 99.01 A
relaxation length l, network = 99.01 A
simple law 1/sqrt(G kp) = 5000.0 A^2/eV
full formula R = 4853.7 A^2/eV
network R from total flux = 4853.7 A^2/eV
network R from extrapolation = 4853.9 A^2/eV
network R with Rpp = 0: 4853.7 A^2/eV
simple law exceeds full formula by 3.01 percent
R + Rpp = 14853.7 A^2/eV
Te - Tp at interface, formula = 4.951e-04 eV
Te - Tp at interface, network = 4.951e-04 eV
added temperature drop q R = 4.854e-04 eV
RATIO SWEEP: ke/kp, R sqrt(G kp) from network, from formula
      0.5  0.1925  0.1925
      1.0  0.3536  0.3536
     10.0  0.8668  0.8668
     50.0  0.9707  0.9707
   1000.0  0.9985  0.9985
first-order coefficient, network = 1.494
HEATING OF THE LATTICE AND DISSIPATION
heat handed over / q, network = 0.9803
ke/(ke+kp) = 0.9804
fraction handed over within l = 0.632
conduction part of R = 2426.9 A^2/eV
exchange part of R = 2426.8 A^2/eV
THIN FILM
tanh(L/l) = 0.7657
added resistance, formula = 3716.7 A^2/eV
added resistance, network = 3716.7 A^2/eV
heat handed over / q, network = 0.3499
ELECTRON CHANNEL ACROSS THE INTERFACE
electron interface resistance = 10000 A^2/eV
total, channel closed = 14853.7 A^2/eV
total, channel open = 5930.4 A^2/eV
naive parallel sum = 5976.4 A^2/eV
CONVERSIONS
1 A^2/eV = 4.7674e-13 m^2 K/W
simple law = 2.384e-09 m^2 K/W
full formula R = 2.314e-09 m^2 K/W
added temperature drop q R = 5.63 K
all assertions hold
```
